# Multiconfigurational static response and the polarizability of dissociating H2, part 2

We seek the static polarizability $\alpha=-d^2E/dF^2$ of H$_2$ along its bond as the bond is stretched, with clamped nuclei. The bond lies along $z$ and has length $R$. Atomic units are used, and orbitals and coefficients are real. The field $F$ adds $+FZ$ to the Hamiltonian $\hat H$, with $Z=\sum_i z_i$ over the electrons.

For a multiconfigurational self-consistent-field state, let $H$ be the energy Hessian in the orbital rotations $K_{pq}$ and configuration amplitudes $s_k$; its mixed block couples the two kinds. Let $V$ be the mixed derivative of the energy with respect to these parameters and $F$. The response $x$ obeys $Hx=-FV$, and part (d) found

$$\boxed{\alpha=V^TH^{+}V},$$

where $H^+$ is the pseudo-inverse. Redundant directions $n$ obey $Hn=0$ at a regular minimum, but not necessarily elsewhere. Discarding redundant parameters leaves $\alpha$ unchanged. Once the mixed block is deleted, the result can depend on which redundant parameter was discarded. The Hessian formulas were tested on a random four-electron state.

The two-configuration state is $c_g\sigma_g^2+c_u\sigma_u^2$ with freely variable orbitals. It describes the same states as the complete singlet space in two orbitals. Its spatial function is

$$\Psi=\sum_{pq}C_{pq}\phi_p(1)\phi_q(2),\qquad C=C^T,\quad \operatorname{tr}C^2=1,$$

with density matrix $D=2C^2$. At zero field $C_0=\operatorname{diag}(c_g,c_u,0,\dots)$. The other configuration matrices are $C_{\rm mix}=\operatorname{diag}(-c_u,c_g,0,\dots)$ and $C_{gu}$, with elements $1/\sqrt2$ at positions $gu$ and $ug$. The latter represents $\sigma_g\sigma_u$, with amplitude $s_{gu}$.

Virtual–virtual rotations are redundant, as is the direction

$$n:\quad K_{ug}=1,\qquad s_{gu}=-\sqrt2\,(c_g-c_u).$$

The first choice is to discard the $\sigma_g$–$\sigma_u$ rotation and keep the configuration $\sigma_g\sigma_u$; the second is the reverse. Discarding both removes a physical degree of freedom.

The worked example uses the aug-cc-pVDZ basis with 18 orbitals, giving 155 parameters, of which 34 are independent.

### (f) How charge flow enters

*Find $V_{gu}$ for the configuration $\sigma_g\sigma_u$, separate its contribution to $\alpha$, and evaluate it at $R=3$ bohr.*

**Solution.** Since $\langle Z\rangle=2\operatorname{tr}(C^2z)$, the derivative along $C_{gu}$ is $2\operatorname{tr}[(C_0C_{gu}+C_{gu}C_0)z]$. The bracketed sum has elements $(c_g+c_u)/\sqrt2$ at $gu$ and $ug$. Therefore

$$\boxed{V_{gu}=2\sqrt2\,z_{gu}(c_g+c_u)}.$$

To see its meaning, write the state with two nonorthogonal normalized orbitals $a$ and $b$ of overlap $S_{ab}$:

$$C=\frac{ab^T+ba^T}{\sqrt{2(1+S_{ab}^2)}}.$$

Acting on $a\pm b$, this matrix has the eigenvalues $(S_{ab}\pm1)/\sqrt{2(1+S_{ab}^2)}$, which are $c_g$ and $c_u$. Their sum is

$$c_g+c_u=\frac{\sqrt2\,S_{ab}}{\sqrt{1+S_{ab}^2}}.$$

For separated atoms $z_{gu}$ grows in magnitude as $R/2$, but the overlap of bound orbitals falls exponentially. The field then loses its grip on the transfer of an electron between the atoms.

Now discard the virtual–virtual rotations and, as in the first choice, the $\sigma_g$–$\sigma_u$ rotation. Order the remaining parameters so that $\sigma_g\sigma_u$ comes last. Let $A$ be the Hessian block of all others, $b$ its coupling column to the last, $v$ the other components of $V$, and $y$ the last amplitude. The response equations are

$$Ax+by=-Fv,\qquad b^Tx+H_{gu,gu}\,y=-FV_{gu}.$$

The first gives $x=-A^{-1}(Fv+by)$. Inserted into the second, it gives

$$H_{\rm eff}\,y=-FV_{\rm eff},$$

$$H_{\rm eff}=H_{gu,gu}-b^TA^{-1}b,\qquad V_{\rm eff}=V_{gu}-b^TA^{-1}v .$$

With $\alpha=-(v^Tx+V_{gu}y)/F$ the result is

$$\alpha=v^TA^{-1}v-\frac{V_{\rm eff}\,y}{F}=\alpha_{\rm frozen}+\frac{V_{\rm eff}^2}{H_{\rm eff}} .$$

The first term is the polarizability when both $\sigma_g$–$\sigma_u$ parameters are frozen.

At $R=3$ bohr, $c_g=0.942$ and $c_u=-0.336$. The bare values are $|V_{gu}|=2.649$ bohr and $H_{gu,gu}=0.891$ hartree. Relaxation of the other parameters changes them to $3.125$ bohr and $0.7505$ hartree. In atomic units,

$$\alpha=2.951+\frac{3.125^2}{0.7505}=2.95+13.01=15.96 .$$

Keeping the configuration, keeping the rotation and using the pseudo-inverse all give 15.96. So does a test that uses neither rotations nor a Hessian: $a$ and $b$ are optimized directly in small finite fields.

If the mixed block is deleted while $\sigma_g\sigma_u$ is kept, the bare values enter:

$$2.951+\frac{2.649^2}{0.891}=10.83 .$$

Deleting it while the rotation is kept leaves 15.96. There the only amplitude is that of $C_{\rm mix}$, which is even under reflection through the bond midpoint, whereas the field excites odd parameters. The two uncoupled results differ, which is the dependence on parameter choice foreseen in part (d).

### (g) Restricted Hartree–Fock against two configurations

*Use a model with one orbital per atom: orthonormal sites $a,b$ at $z=\mp R/2$, hopping element $-t$ with $t>0$, on-site repulsion $U$, intersite repulsion $J<U$, and no other repulsion integrals. Find $\alpha$ in both descriptions. Then find how restricted Hartree–Fock (RHF) behaves at large $R$ when the atomic orbitals may relax.*

**Solution.** Let $w=U-J$. In RHF both electrons occupy

$$\phi=\sqrt{\tfrac12-x}\;a+\sqrt{\tfrac12+x}\;b .$$

The hopping energy is $-4t\sqrt{\frac14-x^2}\approx-2t+4tx^2$. The repulsion is

$$U\Big[\big(\tfrac12-x\big)^2+\big(\tfrac12+x\big)^2\Big]+2J\big(\tfrac14-x^2\big)=\tfrac12(U+J)+2wx^2,$$

and the field energy is $2xRF$. Minimizing $(2w+4t)x^2+2xRF$ gives $x=-RF/(2w+4t)$ and the energy $-R^2F^2/(2w+4t)$. Equating this to $-\frac12\alpha F^2$,

$$\alpha_{\rm RHF}=\frac{R^2}{w+2t}.$$

For two configurations the two-orbital space is complete, and the basis states are

$$|{\rm cov}\rangle=\frac{ab+ba}{\sqrt2},\qquad |I_\pm\rangle=\frac{bb\pm aa}{\sqrt2}.$$

Relative to $J$ the covalent energy is 0 and the ionic energies are $w$. Each of $aa$ and $bb$ couples to $|{\rm cov}\rangle$ with $-\sqrt2\,t$, hence $\langle I_+|\hat H|{\rm cov}\rangle=-2t$ and $\langle I_-|\hat H|{\rm cov}\rangle=0$. With $S=\sqrt{w^2+16t^2}$ the ground energy is $(w-S)/2$, and the weight of $|I_+\rangle$ in the ground state is $\frac12(1-w/S)$. The dipole operator gives $Z|{\rm cov}\rangle=0$ and $Z|I_+\rangle=R|I_-\rangle$. The state $|I_-\rangle$ lies $(w+S)/2$ above the ground state, so the second-order sum has one term:

$$\alpha_{\rm CAS}=2\,\frac{R^2\,\frac12(1-w/S)}{(w+S)/2}=\frac{2R^2(S-w)}{S(S+w)} .$$

For $t\gg w$ both formulas approach $R^2/(2t)$. For $t\ll w$, $S-w\approx8t^2/w$ and

$$\alpha_{\rm CAS}\approx\frac{8R^2t^2}{w^3},\qquad \alpha_{\rm RHF}\approx\frac{R^2}{w}.$$

As hopping dies out exponentially with distance, the first vanishes and the second grows. The RHF state retains ionic weight $\frac12$ at zero field, so the field can shift charge between the atoms without first creating ionic character. With the illustrative values $U=0.6$, $J=0.1667$, $t=0.05$ hartree and $R=6$ bohr, the polarizabilities are 67.5 for RHF and 7.28 for two configurations, in atomic units. This hopping is larger than that of H$_2$ at 6 bohr: orthogonalized 1s orbitals give $t\approx0.013$ hartree, for which the model yields about 74 and 0.5. The model shows the trend only, since its rigid orbitals leave out the relaxation that raises the computed RHF value at 6 bohr to 112.

For the real molecule, let $E_{\rm at}(\nu)$ be the energy of an H atom with $\nu$ electrons shared equally between the two spins in one optimized orbital. Give the atoms $1\mp\delta$ electrons. At large $R$ the density of the common orbital yields the intersite repulsion

$$2\cdot\frac{1-\delta}{2}\cdot\frac{1+\delta}{2}\cdot\frac1R=\frac{1-\delta^2}{2R}.$$

The attraction to the distant protons depends on the total charge and is constant. The terms that vary with $\delta$, to second order, are

$$\Big(E_{\rm at}''-\frac1{2R}\Big)\delta^2+RF\delta ,$$

and minimization gives

$$\boxed{\alpha_{\rm RHF}\approx\frac{R^2}{2E_{\rm at}''-1/R}} .$$

The computed curvature at $\nu=1$ is $E_{\rm at}''=0.228$ hartree. At $R=40$ bohr the law gives $1600/(0.4560-0.0250)\approx3712$ a.u., and the RHF response is 3724 a.u. The law omits the polarization within each atom, which would add a term that stays finite as $R$ grows. The difference grows from 9.8 a.u. at 20 bohr through 11.7 at 40 bohr to 12.8 at 120 bohr, roughly as $13.4-70/R$. The limit 13.4 a.u. is twice the polarizability of the closed-shell atom with $\nu=1$, which is more diffuse than a true H atom. This term depends on the basis: in aug-cc-pVTZ the difference at 40 bohr is 14.6 a.u., while $E_{\rm at}''$ stays at 0.228 hartree.

### (h) The dissociation limit of the two-configuration model

*Find $\alpha$ for separated atoms and its leading correction in $1/R$. Compare with the computed curve and state what the model repairs.*

**Solution.** At large $R$ the state is the singlet-coupled pair $a(1)b(2)+b(1)a(2)$, with one electron near each proton. When the overlap is negligible, exchange terms vanish and the energy is that of two atoms plus the electrostatic interaction of their charge distributions. Both atoms are neutral, so this interaction vanishes as $R\to\infty$. Orbitals $a$ and $b$ can then each take the form of the hydrogen orbital in the field. The field lowers an ionic state by about $RF$, so these states stay higher only while $RF$ is smaller than their excitation energy. This is ensured by taking the derivative at $F=0$ for each $R$ first, and the limit of large $R$ afterwards. Thus

$$\boxed{\alpha\to2\alpha_{\rm H}} .$$

For the correction, let each atom carry a dipole $\mu$ along the bond. Creating it costs $\mu^2/(2\alpha_{\rm H})$ per atom, and two parallel collinear dipoles interact with energy $-2\mu^2/R^3$:

$$E(\mu)=\frac{\mu^2}{\alpha_{\rm H}}-\frac{2\mu^2}{R^3}-2\mu F .$$

The minimum lies at $\mu=F/(1/\alpha_{\rm H}-2/R^3)$, where $E=-\mu F$. Hence

$$\alpha\approx\frac{2\alpha_{\rm H}}{1-2\alpha_{\rm H}/R^3},$$

of which the term of order $R^{-3}$ is the leading correction. In this basis $\alpha_{\rm H}=4.294$ a.u., about 5% below the exact value 4.5 (aug-cc-pVTZ gives 4.476). At $R=20$ bohr, $2\alpha_{\rm H}/R^3=8.589/8000=0.00107$. The computed relative excess over two atoms is 0.001075, equal to the value of the formula at the printed precision.

The polarizabilities along the bond, in atomic units, are:

| $R$ (bohr) | RHF | two-conf. | full CI |
|---:|---:|---:|---:|
| 1.4 | 6.53 | 6.31 | 6.54 |
| 2 | 11.91 | 10.43 | 11.10 |
| 3 | 26.77 | 15.96 | 17.73 |
| 4 | 49.22 | 14.66 | 16.20 |
| 6 | 112.06 | 9.82 | 10.01 |
| 8 | 192.26 | 8.92 | 8.94 |
| 20 | 994.86 | 8.60 | 8.60 |

Full configuration interaction (full CI) is complete within this basis and shares its basis-set error. That error exceeds the digits shown. In aug-cc-pVTZ the three columns read 6.45, 6.23, 6.40 at 1.4 bohr, 26.85, 16.12, 17.76 at 3 bohr and 111.29, 9.97, 10.18 at 6 bohr; at 20 bohr RHF gives 996.49 and two configurations give 8.96. At $R=20$ bohr the two-configuration value is $1.418\times10^{-40}$ C$^2$ m$^2$/J, against $1.640\times10^{-38}$ C$^2$ m$^2$/J for RHF.

The maximum in the stretched region reflects charge flow. Let $N_\pm$ be the electron numbers on the two sides of the midplane. The flow term $-\frac R2\,d(N_+-N_-)/dF$ of the two-configuration state is 3.0 a.u. at 1.4 bohr, 10.5 at 3 bohr, 2.0 at 6 bohr and 0.01 at 12 bohr, while the remainder rises steadily from 3.3 to 8.6. The $\sigma_g$–$\sigma_u$ contribution follows the same course but is not identical to the flow: at short distance it also contains polarization on each side (5.3 a.u. at 1.4 bohr). The part of $\alpha$ lost on freezing both $\sigma_g$–$\sigma_u$ parameters is 13.01 a.u. at 3 bohr, 1.48 at 6 bohr and 0.0007 at 12 bohr. Over the same distances $c_g+c_u$ falls from 0.61 through 0.082 to 0.0006. At 20 bohr the sum is $-1.8\times10^{-6}$: the optimized orbitals have a minute negative overlap in this basis, and its size depends on the basis ($-1.4\times10^{-7}$ in aug-cc-pVTZ). This has no visible effect on $\alpha$: at 20 bohr the part lost on freezing both $\sigma_g$–$\sigma_u$ parameters is below $10^{-4}$ a.u.

The repair concerns dissociation. At 1.4 bohr, in this basis, RHF lies 0.2% below full CI, while the two-configuration value lies 3.5% below. In aug-cc-pVTZ RHF lies 0.7% above and the two-configuration value 2.7% below. In either basis the larger wave function is not the better one there. At 3 bohr the two-configuration model is 10% below full CI and RHF is 51% above. The model lacks correlation outside two orbitals, including the correlated dipole fluctuations of the two atoms. At large distance that deficiency fades, and the spurious charge flow of RHF is absent.

The computed values are collected in the numerical output below.

## Values computed for the example and the checks

```
4-electron Hessian test, largest deviation: 5.2e-08 hartree
Two-site model U=0.6 V=0.1667 t=0.2 hartree, R=6.0 bohr: RHF 43.2000, CAS 28.0739 a.u.
Two-site model U=0.6 V=0.1667 t=0.05 hartree, R=6.0 bohr: RHF 67.5000, CAS 7.2776 a.u.
Basis aug-cc-pvdz; H atom energy -0.499334 hartree
H atom polarizability 4.29439 a.u., twice 8.58878
Fractional closed-shell atom curvature E'' 0.22802 hartree
H2, alpha along the bond in a.u.; 'gu part' = lost if g-u is frozen
R/bohr      RHF   two-conf   full CI   gu part       cg        cu     cg+cu
  1.4     6.5279    6.3103    6.5389    5.3313   0.99405  -0.10897  8.85e-01
  2.0    11.9146   10.4325   11.1037    8.9746   0.98457  -0.17497  8.10e-01
  3.0    26.7661   15.9599   17.7324   13.0086   0.94194  -0.33577  6.06e-01
  4.0    49.2178   14.6554   16.2004    9.3862   0.86277  -0.50560  3.57e-01
  6.0   112.0563    9.8235   10.0087    1.4757   0.74685  -0.66500  8.19e-02
  8.0   192.2553    8.9242    8.9372    0.1349   0.71528  -0.69884  1.64e-02
 12.0   393.9647    8.6452    8.6453    0.0007   0.70739  -0.70682  5.67e-04
 20.0   994.8641    8.5980    8.5980    0.0000   0.70711  -0.70711 -1.75e-06
R=3 bohr: 18 orbitals, 155 parameters, rank 34, zero modes 121
Smallest nonzero Hessian eigenvalue 0.23991 hartree
|H n| off the stationary point 0.4511 hartree
alpha, gu configuration kept: 15.959908 a.u.
alpha, g-u rotation kept:     15.959908 a.u.
alpha, pseudo-inverse:        15.959908 a.u.
alpha, finite-field pair:     15.959908 a.u.
alpha, finite-field RHF:      26.766057 a.u.
alpha, both g-u parameters frozen: 2.951275 a.u.
No mixed block: 10.827837 (gu configuration kept), 15.959908 (rotation kept) a.u.
gu configuration: bare V 2.64936, effective V 3.12466 bohr
gu configuration: bare H 0.89114, effective H 0.75054 hartree
R=20 bohr energies: RHF -0.739136, two-conf -0.998669, 2 atoms -0.998669 hartree
R=20 bohr: H atom alpha in the dimer basis 4.29439 a.u.
R=20 bohr: relative excess over 2 atoms 0.001075, induced-dipole law 0.001075
R=40 bohr: RHF alpha 3723.54, curvature law 3711.89 a.u.
R=20 bohr in SI: RHF 1.6403e-38, two-conf 1.4176e-40 C^2 m^2/J
```
